\section*{The Brillouin–Levy–Berthier theorem, from MCSCF to RHF and ROHF}

\section{What is varied}

\textbf{Q.} Brillouin's theorem says that a Hartree--Fock determinant does not couple to its single excitations. An MCSCF state has fractional occupations. What could a ``single excitation'' mean there, and why should any coupling vanish?

\textbf{A.} Orbital optimization itself tells us which excitations matter. Take real orthonormal orbitals $p,q,\dots$ and spins $\sigma,\tau$, and define
\begin{equation}
E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma},\qquad E_{pq}^\dagger=E_{qp}.
\end{equation}
The spin-free Hamiltonian is
\begin{equation}
H=\sum_{pq}h_{pq}E_{pq}+\frac12\sum_{pqrs}(pq|rs)\sum_{\sigma\tau}
a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{s\tau}a_{q\sigma}+E_{\rm nuc}.
\label{H}
\end{equation}
Let $|0\rangle$ be a normalized combination, with real coefficients, of a fixed list of configurations. To rotate its orbitals, choose a real antisymmetric matrix $\kappa$ and set
\begin{equation}
\hat\kappa=\sum_{p>q}\kappa_{pq}(E_{pq}-E_{qp})=\sum_{pq}\kappa_{pq}E_{pq},
\qquad |\kappa\rangle=e^{-\hat\kappa}|0\rangle .
\end{equation}

\textbf{Q.} Why is that the same CI vector written in new orbitals, and not some more general change of state?

\textbf{A.} Follow one creation operator, $a^\dagger_{q\sigma}(s)=e^{-s\hat\kappa}a^\dagger_{q\sigma}e^{s\hat\kappa}$. Since $[E_{pr},a^\dagger_{q\sigma}]=\delta_{rq}a^\dagger_{p\sigma}$,
\begin{equation}
\frac{d}{ds}a^\dagger_{q\sigma}(s)=-e^{-s\hat\kappa}[\hat\kappa,a^\dagger_{q\sigma}]e^{s\hat\kappa}
=-\sum_p a^\dagger_{p\sigma}(s)\kappa_{pq}.
\end{equation}
The solution at $s=1$ is $\sum_p a^\dagger_{p\sigma}(e^{-\kappa})_{pq}$. Because $\hat\kappa$ annihilates the vacuum, $e^{-\hat\kappa}$ replaces every creation operator in $|0\rangle$ by its rotated partner and leaves the coefficients alone. The orbital matrix changes as $C\to Ce^{-\kappa}$, and $e^{-\kappa}$ is orthogonal.

\textbf{Q.} But MCSCF also optimizes the CI coefficients. You have frozen them.

\textbf{A.} A joint stationary point has zero partial derivatives in both sets of variables, so the orbital derivative at fixed coefficients must vanish. If the coefficients $c$ are instead allowed to follow the orbitals, then
\begin{equation}
\frac{dE}{d\kappa_{pq}}=\frac{\partial E}{\partial\kappa_{pq}}
+\sum_I\frac{\partial E}{\partial c_I}\frac{dc_I}{d\kappa_{pq}} .
\end{equation}
The last sum is a derivative along an allowed, norm-conserving change of $c$. It is zero when the CI problem is stationary. Both viewpoints therefore give the same orbital condition.

\section{The theorem}

\textbf{Q.} Then what is the condition?

\textbf{A.} Expand the energy to first order:
\begin{equation}
E(\kappa)=\langle0|e^{\hat\kappa}He^{-\hat\kappa}|0\rangle
=\langle0|H|0\rangle+\langle0|[\hat\kappa,H]|0\rangle+O(\kappa^2).
\end{equation}
With $X_{pq}=E_{pq}-E_{qp}$, the derivative at $\kappa=0$ is
\begin{equation}
\frac{\partial E}{\partial\kappa_{pq}}=\langle0|X_{pq}H|0\rangle-\langle0|HX_{pq}|0\rangle .
\end{equation}
Here $X_{pq}^\dagger=-X_{pq}$ and $H^\dagger=H$, so $\langle0|X_{pq}H|0\rangle=-\langle0|HX_{pq}|0\rangle^*$. All quantities are real, and the two terms add:
\begin{equation}
\frac{\partial E}{\partial\kappa_{pq}}=-2\langle0|H(E_{pq}-E_{qp})|0\rangle .
\label{slope}
\end{equation}
The energy is therefore stationary under all orbital rotations if and only if
\begin{equation}
\langle0|H(E_{pq}-E_{qp})|0\rangle=0\qquad\text{for all }p>q .
\label{BLB}
\end{equation}
This is the Brillouin--Levy--Berthier theorem. The state that decouples is $X_{pq}|0\rangle$, an excitation minus its reverse.

\textbf{Q.} Does that make the solution a minimum, or remove singles from a larger CI calculation?

\textbf{A.} Neither. Equation \eqref{BLB} is a first-order condition, which saddle points and excited stationary states also satisfy. As for the CI, $\langle0|X_{pq}|0\rangle=D_{pq}-D_{qp}=0$, where $D_{pq}=\langle0|E_{pq}|0\rangle$ is symmetric for a real state. Thus $X_{pq}|0\rangle$ is orthogonal to $|0\rangle$ and has no direct coupling to it. Admixing it with a small amplitude $\varepsilon$ changes the energy at order $\varepsilon^2$. The theorem does not forbid coupling between $X_{pq}|0\rangle$ and other configurations, through which singles may still enter.

\textbf{Q.} And if the state is complex?

\textbf{A.} Then the step to \eqref{slope} yields only the real part of the matrix element. One must also allow the rotations generated by $i(E_{pq}+E_{qp})$. Stationarity under both kinds gives $\langle0|[E_{pq},H]|0\rangle=0$ for every pair. I keep to real states below.

\section{A form that can be evaluated}

\textbf{Q.} The condition contains $H|0\rangle$, which extends far beyond the CI space. Must one construct it?

\textbf{A.} No, density matrices suffice. Define
\begin{equation}
F_{pq}=\sum_\sigma F^\sigma_{pq},\qquad
F^\sigma_{pq}=\langle0|a^\dagger_{p\sigma}[a_{q\sigma},H]|0\rangle .
\end{equation}
The one-electron part of the commutator is $\sum_s h_{qs}a_{s\sigma}$. For the two-electron part, use
\begin{equation}
[a_{q\sigma},a^\dagger_{r\tau}a^\dagger_{u\mu}]
=\delta_{qr}\delta_{\sigma\tau}a^\dagger_{u\mu}-\delta_{qu}\delta_{\sigma\mu}a^\dagger_{r\tau}.
\end{equation}
The operator $a_{q\sigma}$ commutes with a product of two annihilators, so
\begin{align}
[a_{q\sigma},H]={}&\sum_s h_{qs}a_{s\sigma}
+\frac12\sum_{suv\mu}(qs|uv)a^\dagger_{u\mu}a_{v\mu}a_{s\sigma}\nonumber\\
&-\frac12\sum_{rsv\tau}(rs|qv)a^\dagger_{r\tau}a_{v\sigma}a_{s\tau}.
\end{align}
In the last sum, exchanging the two annihilators changes the sign to plus. Renaming $r,s,v,\tau$ as $u,v,s,\mu$ and using $(uv|qs)=(qs|uv)$ makes it equal to the sum before it. The halves combine:
\begin{equation}
[a_{q\sigma},H]=\sum_s h_{qs}a_{s\sigma}+\sum_{suv\mu}(qs|uv)a^\dagger_{u\mu}a_{v\mu}a_{s\sigma}.
\label{comm}
\end{equation}
With $d_{psuv}=\sum_{\sigma\mu}\langle0|a^\dagger_{p\sigma}a^\dagger_{u\mu}a_{v\mu}a_{s\sigma}|0\rangle$,
\begin{equation}
F_{pq}=\sum_sD_{ps}h_{qs}+\sum_{suv}d_{psuv}(qs|uv).
\label{F}
\end{equation}

\textbf{Q.} How does this matrix enter the theorem?

\textbf{A.} Apply the product rule for one spin:
\begin{equation}
[a^\dagger_{p\sigma}a_{q\sigma},H]
=a^\dagger_{p\sigma}[a_{q\sigma},H]+[a^\dagger_{p\sigma},H]a_{q\sigma}.
\end{equation}
Since $[a^\dagger_{p\sigma},H]=-([a_{p\sigma},H])^\dagger$, the second term has the expectation value $-F^\sigma_{qp}$. Hence
\begin{equation}
\langle0|[a^\dagger_{p\sigma}a_{q\sigma},H]|0\rangle=F^\sigma_{pq}-F^\sigma_{qp}.
\label{spincomm}
\end{equation}
Sum over spin and subtract the same expression with $p$ and $q$ exchanged. The derivative is $2(F_{pq}-F_{qp})$, and comparison with \eqref{slope} gives
\begin{equation}
\langle0|H(E_{pq}-E_{qp})|0\rangle=F_{qp}-F_{pq}.
\label{identity}
\end{equation}
This identity holds for nonstationary orbitals too. At a stationary point it says that $F$ is symmetric.

\section{CASSCF}

\textbf{Q.} For CASSCF I would have expected $\langle0|HE_{pq}|0\rangle$ itself to vanish, without the subtraction.

\textbf{A.} It does for rotations between different orbital classes. Let $i$ be inactive (doubly occupied in every configuration), $t,u$ active and $a$ virtual. The reverse operators $E_{it}$ and $E_{ia}$ try to add an electron to a full orbital, while $E_{ta}$ and $E_{ia}$ try to remove one from an empty orbital. All three annihilate $|0\rangle$, and \eqref{BLB} becomes
\begin{equation}
\langle0|HE_{ti}|0\rangle=\langle0|HE_{ai}|0\rangle=\langle0|HE_{at}|0\rangle=0 .
\end{equation}
Two different inactive orbitals, or two different virtual ones, give no condition: $E_{pq}$ and $E_{qp}$ both annihilate the state.

\textbf{Q.} You omitted active--active pairs.

\textbf{A.} Here completeness enters. $E_{tu}|0\rangle$ remains in the complete active space, and within that space the CI eigenvalue equation gives $H|0\rangle$ the projection $E|0\rangle$. Therefore
\begin{equation}
\langle0|HE_{tu}|0\rangle=E\,D_{tu}=E\,D_{ut}=\langle0|HE_{ut}|0\rangle .
\end{equation}
The difference vanishes before any orbital optimization, so these rotations are redundant.

\textbf{Q.} Show me a case in which the orbital condition really fails first and holds afterwards.

\textbf{A.} Take C$_2$H$_2$ in the STO-3G basis with chosen distances CC $=1.20$ and CH $=1.06$ \AA. I bend it into a planar trans shape with CCH angles of $140^\circ$, which lets in-plane $\pi$ orbitals mix with $\sigma$ orbitals. In the linear molecule, symmetry alone satisfies 40 of the 47 conditions between different orbital classes, among them all inactive--active and active--virtual ones. The bent molecule keeps $C_{2h}$ symmetry, which still satisfies 32 of them, but each of the three kinds now contains nontrivial conditions. The active space has four electrons in four orbitals.

With RHF orbitals and an optimized CI vector (CASCI), the steepest pair is active orbital 8 with inactive orbital 3. The generalized Fock elements are $F_{83}=0.027195$ and $F_{38}=-0.005728$ hartree, so \eqref{identity} gives
\begin{equation}
\langle0|HE_{83}|0\rangle=-0.005728-0.027195=-0.032923\ \text{hartree}.
\end{equation}
The reverse term is zero, as it should be. Equation \eqref{slope} predicts the slope $-2(-0.032923)=0.065846$ hartree per radian. Finite differences of the energy at fixed CI coefficients give $0.065847$; the last digit differs through rounding of the factors shown. The slopes of all 66 orbital pairs were tested in this way.

Orbital optimization lowers the energy from $-75.913243$ to $-75.920126$ hartree, by $0.00688$ hartree. This value belongs to the minimal basis: in 6-31G, with active orbitals of the same symmetries, the lowering is $0.031$ hartree, and in cc-pVDZ $0.033$ hartree. The largest couplings, in hartree, change as follows:
\begin{center}
\begin{tabular}{lcc}
Pair & CASCI & CASSCF\\
inactive--active & $0.0329$ & $8\times10^{-7}$\\
inactive--virtual & $0.0043$ & $1\times10^{-7}$\\
active--virtual & $0.0264$ & $4\times10^{-7}$
\end{tabular}
\end{center}
The remainders are of the order of the gradient threshold set for the optimization, $10^{-6}$, or smaller. The matrix elements came from forming $H|0\rangle$ in the complete determinant space, independently of \eqref{F}.

\section{When only the difference vanishes}

\textbf{Q.} So far one of the two terms was zero, or both were fixed by the CI equation. Is the subtraction in \eqref{BLB} ever essential?

\textbf{A.} It can be when the configuration list is incomplete. Consider an open-ended Hubbard chain with four sites, four electrons, nearest-neighbour matrix elements $-t$, repulsion $U=4t$, and site energies $0,\,0.5t,\,t,\,0.5t$. Keep only configurations in which each orbital is empty or doubly occupied. There are $\binom42=6$ of them. Now $E_{pq}|0\rangle$ with $p\ne q$ breaks a pair and leaves the CI space, so the CI equation says nothing about its coupling.

I minimized the energy over the orbitals using energy values alone, with the CI problem solved anew at each point. At the optimum, the pair with the largest single term has
\begin{equation}
\langle0|HE_{43}|0\rangle=\langle0|HE_{34}|0\rangle=-0.1317\,t
\end{equation}
to the digits shown (the numbering of the optimized orbitals and the common sign, which follows their phases, are arbitrary). Over all pairs the largest difference is $5\times10^{-9}t$, compared with $2.58t$ at the starting orbitals (the one-electron eigenvectors rotated by an arbitrary $\kappa$ with $\kappa_{21},\kappa_{31},\kappa_{32},\kappa_{41},\kappa_{42},\kappa_{43}=0.1,0.2,\dots,0.6$). That starting value depends on the signs chosen for the eigenvectors and ranges from $1.16t$ to $2.89t$ over the eight choices; seven of them lead to the optimum described here and one to a higher stationary point at $0.622t$. For four of the six pairs each excitation alone still couples to the state, with magnitudes from $0.04t$ to $0.13t$, while the antisymmetric combination does not; for the other two pairs the single terms vanish as well, to four decimals. The energy, $0.1370t$, lies between the two lowest exact levels of this model, $0.0268t$ and $0.5705t$, so the cancellation does not signal an exact eigenstate.

\section{One closed-shell determinant}

\textbf{Q.} Now recover Brillouin's theorem. I do not want it inserted through a definition of the Fock operator.

\textbf{A.} We evaluate \eqref{F} for a determinant whose spin-orbital occupations $n_{p\sigma}$ are 0 or 1. Its one-particle average is $\langle a^\dagger_{p\sigma}a_{s\sigma}\rangle=\delta_{ps}n_{p\sigma}$. In the two-particle average, the annihilators must remove the same two spin orbitals that the creators restore. There are two matchings, with opposite signs:
\begin{equation}
\langle a^\dagger_{p\sigma}a^\dagger_{u\mu}a_{v\mu}a_{s\sigma}\rangle
=n_{p\sigma}n_{u\mu}\left(\delta_{ps}\delta_{uv}-\delta_{\sigma\mu}\delta_{pv}\delta_{us}\right).
\end{equation}
If both creators refer to the same spin orbital, the terms cancel as required. Inserting these averages into $F^\sigma_{pq}$ gives
\begin{align}
F^\sigma_{pq}&=n_{p\sigma}f^\sigma_{qp},\label{detF}\\
f^\sigma_{pq}&=h_{pq}+\sum_{u\mu}n_{u\mu}(pq|uu)-\sum_u n_{u\sigma}(pu|uq).
\label{fock}
\end{align}
The spin Fock matrix $f^\sigma$ has thus emerged from the commutator. It is symmetric for real orbitals, and \eqref{identity} becomes
\begin{equation}
\langle0|H(E_{pq}-E_{qp})|0\rangle=\sum_\sigma(n_{q\sigma}-n_{p\sigma})f^\sigma_{pq}.
\label{det}
\end{equation}
In a closed shell, $f^\alpha=f^\beta=f$. For $p=a$ empty and $q=i$ doubly occupied, both occupation differences are 1. The condition is $2f_{ai}=0$.

\textbf{Q.} That removes the coupling to the spin-summed, singlet excitation. Brillouin's theorem concerns every single replacement.

\textbf{A.} Use the one-spin relation \eqref{spincomm}. Since $a$ is empty, $\langle0|a^\dagger_{a\sigma}=0$, and only the $-H a^\dagger_{a\sigma}a_{i\sigma}$ part of the commutator survives. With \eqref{detF},
\begin{equation}
\langle0|Ha^\dagger_{a\sigma}a_{i\sigma}|0\rangle
=F^\sigma_{ia}-F^\sigma_{ai}=n_{i\sigma}f^\sigma_{ai}-n_{a\sigma}f^\sigma_{ia}=f^\sigma_{ai}.
\label{single}
\end{equation}
The two spin values are equal and their sum is zero, so each is zero. A replacement that flips a spin has no coupling because $H$ in \eqref{H} conserves the number of electrons of each spin. This is Brillouin's theorem in full.

For bent C$_2$H$_2$, the closed-shell determinant built from the orbitals of the ROHF triplet solution used below, with its six closed orbitals and its open $a_u$ orbital doubly occupied, has a largest one-spin coupling of $0.0389$ hartree. In its own RHF orbitals this falls to $6\times10^{-10}$ hartree.

\section{One high-spin determinant}

\textbf{Q.} For a high-spin open shell, should I simply set the same one-spin couplings to zero?

\textbf{A.} No. Spatial orbitals are shared by both spins, so the variation supplies fewer conditions. Let $i$ be closed, $t$ open with one $\alpha$ electron, and $a$ virtual. Their occupations $(n_\alpha,n_\beta)$ are $(1,1)$, $(1,0)$ and $(0,0)$. Equation \eqref{det} then gives
\begin{align}
p=t,\ q=i:&\quad (1-1)f^\alpha_{ti}+(1-0)f^\beta_{ti}=f^\beta_{ti}=0,\\
p=a,\ q=t:&\quad (1-0)f^\alpha_{at}+(0-0)f^\beta_{at}=f^\alpha_{at}=0,\\
p=a,\ q=i:&\quad f^\alpha_{ai}+f^\beta_{ai}=0.
\label{sum}
\end{align}
These are the ROHF conditions. Two orbitals in the same class have equal occupations and yield no condition. Without open orbitals, the last line returns the closed-shell result; without closed orbitals, only $f^\alpha_{at}=0$ remains.

The first line has a direct reading: an electron can move from a closed to an open orbital only with spin $\beta$, because the $\alpha$ place is taken. From an open orbital, only an $\alpha$ electron can leave.

\textbf{Q.} The last line is only a sum. Could its two terms still vanish separately?

\textbf{A.} They can, for example by symmetry, but stationarity does not require it. The Coulomb parts of $f^\alpha$ and $f^\beta$ are equal, and the closed orbitals contribute the same exchange to both. The open orbitals give exchange for $\alpha$ alone:
\begin{equation}
f^\alpha_{ai}-f^\beta_{ai}=-\sum_t(at|ti).
\end{equation}
Adding and subtracting this and \eqref{sum} gives, at an ROHF solution,
\begin{equation}
f^\alpha_{ai}=-\frac12\sum_t(at|ti),\qquad
f^\beta_{ai}=+\frac12\sum_t(at|ti).
\label{pol}
\end{equation}
By \eqref{single}, these are the couplings to the individual $\alpha$ and $\beta$ excitations. Brillouin's theorem in its one-spin form therefore does not carry over to ROHF. The surviving couplings would drive the $\alpha$ and $\beta$ orbitals apart if they were allowed to differ, which is spin polarization.

\textbf{Q.} Is that residual coupling numerically significant, or merely convergence noise?

\textbf{A.} Take a triplet ROHF solution of the same bent C$_2$H$_2$, with energy $-75.643391$ hartree. Its open orbitals have $a_u$ and $a_g$ symmetry. It is not the lowest triplet solution (another, with open $b_u$ and $a_g$ orbitals, lies at $-75.694797$ hartree), and it is a saddle point, with one negative eigenvalue of the orbital Hessian, but the conditions hold at any stationary point. In the singlet RHF orbitals, with orbitals 7 ($b_u$) and 8 ($a_g$) singly occupied (a nonstationary determinant of a different configuration, for comparison only), the largest values of $|f^\beta_{ti}|$, $|f^\alpha_{at}|$ and $|f^\alpha_{ai}+f^\beta_{ai}|$ are $0.0618$, $0.0547$ and $0.0217$ hartree. In the ROHF orbitals, all three are below $10^{-7}$ hartree.

Yet for virtual orbital 10 and closed orbital 6, the converged solution has
\begin{equation}
f^\alpha_{10,6}=-0.02411,\qquad f^\beta_{10,6}=+0.02411\ \text{hartree}.
\end{equation}
Half the open-shell exchange sum is also $0.02411$ hartree, as \eqref{pol} requires. The residual is more than five orders of magnitude above the convergence error. Its digits depend on the choice of orbitals within each class and on the basis: the largest element for the same state is $0.0240$ hartree in 6-31G and $0.0229$ hartree in cc-pVDZ, and the largest singular value of the closed--virtual block of $f^\alpha$ grows from $0.032$ (STO-3G) to $0.048$ hartree (cc-pVDZ).

\textbf{Q.} Does \eqref{det} also cover an open-shell singlet?

\textbf{A.} Not if the state needs two determinants to have the correct spin. The averages that led to \eqref{detF} then no longer apply. The density-matrix expression \eqref{F} and the condition \eqref{BLB} still do, because neither assumed a single determinant. The numerical check does not treat an open-shell singlet separately; it tests \eqref{identity}, with $F$ from \eqref{F}, for the CASCI and CASSCF states above, that is, away from stationary orbitals and at them.

\section*{Computed values}
\begin{verbatim}
C2H2 trans-bent, STO-3G, orbitals: 12
CC, CH distance: 1.20, 1.06 angstrom
CCH angle: 140 degree
E(RHF) = -75.81547282 hartree
E(CASCI, RHF orbitals) = -75.91324337 hartree
E(CASSCF(4,4)) = -75.92012556 hartree
CASSCF active occupations: [1.9172 1.8758 0.1235 0.0836]
CASCI, steepest orbital pair p, q (from 1): 8 3
  <0|H E_pq|0> = -0.03292347 hartree
  <0|H E_qp|0> = 0.0e+00 hartree (absolute value)
  F_pq = 0.02719527, F_qp = -0.00572820 hartree
  energy slope = 0.06584694 hartree/radian
  largest slope error, all pairs: 2.5e-11 hartree/radian
Largest |<0|H(E_pq-E_qp)|0>|, CASCI then CASSCF, hartree:
  inactive-active: 0.032923, 7.6e-07
  inactive-virtual: 0.004313, 1.1e-07
  active-virtual: 0.026432, 3.5e-07
Closed shell, largest one-spin <0|H a+_a a_i|0>, hartree:
  triplet orbitals: 0.038871
  RHF orbitals: 6.0e-10
E(ROHF triplet) = -75.64339095 hartree
High spin, largest element, RHF then ROHF orbitals, hartree:
  closed-open f^beta: 0.061822, 4.5e-08
  open-virtual f^alpha: 0.054680, 1.3e-08
  closed-virtual f^alpha+f^beta: 0.021666, 5.5e-08
ROHF closed-virtual pair a, i (from 1): 10 6
  f^alpha_ai = -0.0241135 hartree
  f^beta_ai = 0.0241135 hartree
  half open-shell exchange = 0.0241135 hartree
Hubbard chain, 4 sites, 4 electrons, U/t = 4.0
  site energies / t: [0.  0.5 1.  0.5]
  E(pairs only), E(exact) = 0.136997, 0.026770 t
  largest difference at start: 2.575953 t
  largest difference at optimum: 4.9e-09 t
  largest single term, orbitals p, q (from 1): 4 3
  <0|H E_pq|0> = -0.131705 t
  <0|H E_qp|0> = -0.131705 t
\end{verbatim}
